# Thermal Stress in a Film Cooled on a Thick Substrate: a numerical check

```python
"""Thermal stress of a film cooled on a much thicker substrate.

Result under test:
    stress = E_f/(1-nu_f) * integral from T_0 to T_d of (alpha_f-alpha_s) dT
E: Young modulus, nu: Poisson ratio, alpha: linear expansion coefficient,
T_d: stress-free deposition temperature, T_0: final temperature.
Subscripts f and s mean film and substrate; tension is positive.
The reference calculation integrates the natural lengths and minimizes the
three-dimensional elastic energy of a two-layer plate.
"""
import numpy as np
from scipy.integrate import solve_ivp

# Round model parameters: GPa, K, 1/K, 1/K^2 and m.
E_film, nu_film = 150.0, 0.25
E_sub, nu_sub = 120.0, 0.20
T_dep, T_final = 800.0, 300.0
a_film, b_film = 8.0e-6, 4.0e-9
a_sub, b_sub = 3.0e-6, 2.0e-9
h_film, h_sub = 0.5e-6, 500.0e-6


def cooled_length(a, b):
    """Length at T_final of a free layer with unit length at T_dep."""
    def rate(T, length):
        return (a + b * (T - T_final)) * length
    sol = solve_ivp(rate, (T_dep, T_final), [1.0],
                    method="DOP853", rtol=1e-12, atol=1e-14)
    assert sol.success
    return sol.y[0, -1]


def layered_plate(thermal_film, thermal_sub, ratio, can_bend=True):
    """Minimize elastic energy; substrate thickness is the length unit.

    Returns mean film stress (GPa), strain gradient times substrate
    thickness, and mean elastic normal strain in the film.
    """
    layers = [(0.0, 1.0, E_sub, nu_sub, thermal_sub),
              (0.5 + ratio / 2, ratio, E_film, nu_film, thermal_film)]
    stiffness = np.zeros((6, 6))
    load = np.zeros(6)
    points = []
    column = 2
    for center, thickness, young, poisson, thermal in layers:
        lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
        shear = young / (2 * (1 + poisson))
        hooke = lame * np.ones((3, 3)) + 2 * shear * np.eye(3)
        free_strain = thermal * np.ones(3)
        for sign in (-1, 1):
            z = center + sign * thickness / (2 * np.sqrt(3))
            strain_map = np.zeros((3, 6))
            strain_map[:2, 0] = 1.0
            strain_map[:2, 1] = z
            strain_map[2, column] = 1.0
            weight = thickness / 2
            stiffness += weight * strain_map.T @ hooke @ strain_map
            load += weight * strain_map.T @ hooke @ free_strain
            points.append((strain_map, hooke, free_strain))
            column += 1
    active = [0, 1, 2, 3, 4, 5] if can_bend else [0, 2, 3, 4, 5]
    unknowns = np.zeros(6)
    unknowns[active] = np.linalg.solve(
        stiffness[np.ix_(active, active)], load[active])
    elastic = [B @ unknowns - free for B, C, free in points[2:]]
    stresses = [points[i + 2][1] @ elastic[i] for i in range(2)]
    return (np.mean([s[0] for s in stresses]), unknowns[1],
            np.mean([e[2] for e in elastic]))


# Derived formulas.
delta_T = T_dep - T_final
strain_film = a_film * delta_T + b_film * delta_T**2 / 2
strain_sub = a_sub * delta_T + b_sub * delta_T**2 / 2
mismatch = strain_film - strain_sub
M_film = E_film / (1 - nu_film)
M_sub = E_sub / (1 - nu_sub)
stress = M_film * mismatch
normal_strain = -2 * nu_film * mismatch / (1 - nu_film)
ratio = h_film / h_sub
q = M_film * ratio / M_sub
curvature = 6 * stress * h_film / (M_sub * h_sub**2)

# Natural lengths and the strain needed to rejoin the layers.
length_film = cooled_length(a_film, b_film)
length_sub = cooled_length(a_sub, b_sub)
engineering = length_sub / length_film - 1
assert abs(np.log(length_sub / length_film) / mismatch - 1) < 1e-7
excess = engineering - mismatch
assert abs(excess / (mismatch**2 / 2) - 1) < 0.01

# Thick-substrate limit; the remaining difference is of order ratio.
thermal_f, thermal_s = np.log(length_film), np.log(length_sub)
thick_stress, _, thick_normal = layered_plate(thermal_f, thermal_s, 1e-6)
assert abs(thick_stress / stress - 1) < 1e-5
assert abs(thick_normal / normal_strain - 1) < 1e-5

# Stress changes sign with the mismatch and vanishes without it.
reversed_stress = layered_plate(thermal_s, thermal_f, 1e-6)[0]
assert thick_stress > 0 > reversed_stress
equal_stress = layered_plate(thermal_f, thermal_f, 1e-3)[0]
assert abs(equal_stress) < 1e-9 * stress

# Finite-thickness corrections and curvature; next order scales as ratio.
for r in (1e-3, 1e-4):
    q_r = M_film * r / M_sub
    free, gradient, _ = layered_plate(thermal_f, thermal_s, r)
    flat = layered_plate(thermal_f, thermal_s, r, can_bend=False)[0]
    assert abs((1 - free / stress) / q_r - 4) < 20 * r
    assert abs(flat * (1 + q_r) / stress - 1) < 1e-7
    assert gradient < 0
    stoney = 6 * stress * r / M_sub
    assert abs(-gradient / stoney - 1) < 6 * r

free_stress, free_gradient, _ = layered_plate(thermal_f, thermal_s, ratio)
flat_stress = layered_plate(thermal_f, thermal_s, ratio, False)[0]
plate_curvature = -free_gradient / h_sub
room_stress = M_film * (a_film - a_sub) * delta_T
uniaxial_stress = E_film * mismatch

print(f"Film Young modulus: {E_film:.1f} GPa")
print(f"Film Poisson ratio: {nu_film:.2f} (dimensionless)")
print(f"Substrate Young modulus: {E_sub:.1f} GPa")
print(f"Substrate Poisson ratio: {nu_sub:.2f} (dimensionless)")
print(f"Deposition temperature: {T_dep:.1f} K")
print(f"Final temperature: {T_final:.1f} K")
print(f"Temperature drop: {delta_T:.1f} K")
print(f"Film expansion at final temperature: {a_film:.3e} 1/K")
print(f"Film expansion slope: {b_film:.3e} 1/K^2")
print(f"Substrate expansion at final temperature: {a_sub:.3e} 1/K")
print(f"Substrate expansion slope: {b_sub:.3e} 1/K^2")
print(f"Film thickness: {h_film*1e6:.3f} um")
print(f"Substrate thickness: {h_sub*1e6:.1f} um")
print(f"Integrated film expansion: {strain_film:.6e} (strain)")
print(f"Integrated substrate expansion: {strain_sub:.6e} (strain)")
print(f"Mismatch strain: {mismatch:.6e} (strain)")
print(f"Engineering mismatch strain: {engineering:.6e} (strain)")
print(f"Engineering excess: {100*excess/mismatch:.3f} percent")
print(f"Film biaxial modulus: {M_film:.3f} GPa")
print(f"Substrate biaxial modulus: {M_sub:.3f} GPa")
print(f"Thermal film stress: {stress*1e3:.3f} MPa")
print(f"Thermal film stress, converted: {stress:.4f} GPa")
print(f"Elastic normal strain of film: {normal_strain:.6e} (strain)")
print(f"Stress with final-temperature alphas: {room_stress*1e3:.3f} MPa")
print(f"Error of that estimate: {100*(room_stress/stress-1):.2f} percent")
print(f"Stress with uniaxial modulus: {uniaxial_stress*1e3:.3f} MPa")
print(f"Error of that estimate: {100*(uniaxial_stress/stress-1):.2f} percent")
print(f"Thickness ratio film/substrate: {ratio:.3e} (dimensionless)")
print(f"Stiffness ratio q: {q:.6e} (dimensionless)")
print(f"First-order free-plate reduction 4q: {400*q:.4f} percent")
print(f"Layered-plate stress, held flat: {flat_stress*1e3:.3f} MPa")
print(f"Layered-plate stress, free to bend: {free_stress*1e3:.3f} MPa")
print(f"Stoney curvature magnitude: {curvature:.6f} 1/m")
print(f"Layered-plate curvature magnitude: {plate_curvature:.6f} 1/m")
print(f"Stoney radius of curvature: {1/curvature:.3f} m")
print("verified")
```

Printed output:

```
Film Young modulus: 150.0 GPa
Film Poisson ratio: 0.25 (dimensionless)
Substrate Young modulus: 120.0 GPa
Substrate Poisson ratio: 0.20 (dimensionless)
Deposition temperature: 800.0 K
Final temperature: 300.0 K
Temperature drop: 500.0 K
Film expansion at final temperature: 8.000e-06 1/K
Film expansion slope: 4.000e-09 1/K^2
Substrate expansion at final temperature: 3.000e-06 1/K
Substrate expansion slope: 2.000e-09 1/K^2
Film thickness: 0.500 um
Substrate thickness: 500.0 um
Integrated film expansion: 4.500000e-03 (strain)
Integrated substrate expansion: 1.750000e-03 (strain)
Mismatch strain: 2.750000e-03 (strain)
Engineering mismatch strain: 2.753785e-03 (strain)
Engineering excess: 0.138 percent
Film biaxial modulus: 200.000 GPa
Substrate biaxial modulus: 150.000 GPa
Thermal film stress: 550.000 MPa
Thermal film stress, converted: 0.5500 GPa
Elastic normal strain of film: -1.833333e-03 (strain)
Stress with final-temperature alphas: 500.000 MPa
Error of that estimate: -9.09 percent
Stress with uniaxial modulus: 412.500 MPa
Error of that estimate: -25.00 percent
Thickness ratio film/substrate: 1.000e-03 (dimensionless)
Stiffness ratio q: 1.333333e-03 (dimensionless)
First-order free-plate reduction 4q: 0.5333 percent
Layered-plate stress, held flat: 549.268 MPa
Layered-plate stress, free to bend: 547.078 MPa
Stoney curvature magnitude: 0.044000 1/m
Layered-plate curvature magnitude: 0.043810 1/m
Stoney radius of curvature: 22.727 m
verified
```
